# Does a small T1 diagnostic prove single-reference character?

## Question

I ran closed-shell CCSD on H$_2$ in the minimal STO-3G basis, with the restricted Hartree–Fock (RHF) determinant as reference. The T1 diagnostic came out as zero at 1.4 bohr and stayed zero when I pulled the atoms apart. The customary warning level is 0.02, so I would conclude that one determinant describes the molecule well at every distance.

But at 10 bohr (5.29 Å) the RHF energy is $-0.596$ hartree, while two separate hydrogen atoms in the same basis have $-0.933$ hartree. That does not look like a good reference. Is the diagnostic broken, or am I reading it wrongly?

## Answer

The diagnostic is computed correctly, but it answers a different question from yours. It measures how much the single excitations rotate the reference orbitals. It does not measure how much weight the doubly excited determinants carry. In your molecule symmetry forbids the rotation, while a second determinant becomes as important as the first.

### What the singles do

I use hartree atomic units and real orbitals. Coupled cluster with singles and doubles writes

$$|\Psi\rangle=e^{\hat T_1+\hat T_2}|\Phi\rangle ,\qquad \langle\Phi|\Psi\rangle=1,$$

where $\Phi$ is the closed-shell reference. With $i$ for occupied orbitals, $a$ for empty ones and $\sigma$ for spin,

$$\hat T_1=\sum_{ia}t_i^a\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma},\qquad
\mathcal T_1=\sqrt{\frac{1}{N}\sum_{ia}(t_i^a)^2}.$$

Here $\mathcal T_1$ is the diagnostic and $N$ the number of correlated electrons.

To see what $e^{\hat T_1}$ does, move it past the creation operators that build $\Phi$. For equal spins, the anticommutation rules give

$$a_a^\dagger a_i a_j^\dagger
=a_a^\dagger(\delta_{ij}-a_j^\dagger a_i)
=\delta_{ij}a_a^\dagger+a_j^\dagger a_a^\dagger a_i ,$$

so that $[\hat T_1,a^\dagger_{j\sigma}]=\sum_a t_j^a a^\dagger_{a\sigma}$. A second commutator vanishes, because $\hat T_1$ annihilates only occupied orbitals and the result creates only empty ones. The commutator series therefore stops:

$$e^{\hat T_1}a^\dagger_{j\sigma}e^{-\hat T_1}=a^\dagger_{j\sigma}+\sum_a t_j^a a^\dagger_{a\sigma}.$$

Insert $e^{-\hat T_1}e^{\hat T_1}=1$ between the creation operators in $\Phi$, and use $e^{\hat T_1}|\text{vac}\rangle=|\text{vac}\rangle$. The result is again one determinant, unnormalized, with each occupied orbital replaced by

$$\phi_j\;\to\;\phi_j+\sum_a t_j^a\phi_a .$$

Since $\hat T_1$ and $\hat T_2$ commute, $e^{\hat T_1+\hat T_2}=e^{\hat T_2}e^{\hat T_1}$. The singles turn the orbitals, and the doubles then correlate the electrons. A zero $\mathcal T_1$ says that no turning is needed. It sets no limit on $\hat T_2$.

### Why the singles vanish in your calculation

Let $a$ and $b$ be the two atomic orbitals, with overlap $S$. The molecular orbitals are

$$g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .$$

Under inversion through the bond midpoint $g$ is even and $u$ is odd. Write $|gg\rangle$ for the reference, $|uu\rangle$ for the doubly excited determinant, and $|ug\rangle$ for the determinant with the spin-up electron in $u$ and the spin-down electron in $g$.

Try a solution without singles, $|\Psi\rangle=|gg\rangle+t|uu\rangle$. The singles equation then requires $\langle ug|\hat H|\Psi\rangle=0$. Each matrix element connects determinants that differ in one orbital, so

$$\langle ug|\hat H|\Psi\rangle=\big[h_{gu}+(gu|gg)\big]+t\,\big[h_{gu}+(gu|uu)\big].$$

Here $h$ is the one-electron Hamiltonian, and $(pq|rs)$ is the repulsion between the charge distributions $pq$ and $rs$. Every integral on the right contains an odd number of $u$ factors and vanishes by inversion symmetry. The equation is satisfied with zero singles, whatever the value of $t$.

Brillouin's theorem alone would not suffice. It removes the first bracket, which is the Fock matrix element $f_{gu}$, but it leaves $t[(gu|uu)-(gu|gg)]$ from the second. Parity removes that part.

A field along the bond breaks the parity. At 4 bohr and a field of 0.01 atomic units, with the reference orbital reoptimized in the field so that Brillouin's theorem still holds, $\mathcal T_1$ becomes 0.030.

### What the doubles do

The amplitude $t$ follows from the Schrödinger equation in the space of $|gg\rangle$ and $|uu\rangle$. Define

$$E_{gg}=2h_{gg}+(gg|gg),\qquad E_{uu}=2h_{uu}+(uu|uu),$$
$$D=\tfrac12(E_{uu}-E_{gg}),\qquad K=\langle gg|\hat H|uu\rangle=(gu|gu).$$

Nuclear repulsion shifts both determinants equally and can be added at the end. Projection on the two determinants gives

$$E=E_{gg}+Kt,\qquad K+E_{uu}t=Et .$$

Substituting the first equation into the second,

$$K+(E_{uu}-E_{gg})t-Kt^2=0
\quad\Longrightarrow\quad Kt^2-2Dt-K=0 ,$$

with the roots $t=[D\pm\sqrt{D^2+K^2}]/K$. Since $K$ is the self-repulsion of the charge distribution $gu$, it is positive. The lower energy $E_{gg}+Kt$ therefore belongs to the lower root:

$$t=\frac{D-\sqrt{D^2+K^2}}{K}.$$

At 4 bohr, $D=0.1010$ and $K=0.2651$ hartree. The square root is 0.2837 hartree, so $t=(0.1010-0.2837)/0.2651=-0.689$. A CCSD run gives the same amplitude.

Normalizing the state gives the reference a weight $1/(1+t^2)$. The orbital $u$ holds two electrons in the part $t|uu\rangle$, so its occupation is $n_u=2t^2/(1+t^2)$.

| $R$ (bohr) | $\mathcal T_1$ | $t$ | weight of $gg$ | $n_u$ |
|---|---|---|---|---|
| 1.4 | 0 | −0.113 | 0.987 | 0.025 |
| 4.0 | 0 | −0.689 | 0.678 | 0.644 |
| 6.0 | 0 | −0.948 | 0.526 | 0.947 |
| 10.0 | 0 | −0.9997 | 0.500 | 1.000 |

The second column never changes, while the other three show the single-determinant picture failing.

### The limit of separated atoms

As $S\to0$, the orbitals become $(a\pm b)/\sqrt2$. The terms that distinguish $E_{gg}$ from $E_{uu}$ are of two kinds. Some contain an odd number of factors $b$, as in $h_{ab}$, $(aa|ab)$ and $(ab|bb)$; each includes a product of $a$ and $b$ at the same point. The others come from the normalization factors $1/(1\pm S)$ and carry a factor $S$, as in $S\,h_{aa}$. Both kinds vanish as the atoms separate, and $D\to0$.

The coupling survives. From $gu\to(a^2-b^2)/2$,

$$K\to\tfrac14\big[(aa|aa)+(bb|bb)-2(aa|bb)\big]
=\tfrac12(aa|aa)-\frac{1}{2R}.$$

The last step uses $(aa|aa)=(bb|bb)$ and the Coulomb repulsion $1/R$ of two separated spherical unit charges. Expanding the root for small $D/K$,

$$t=\frac DK-\sqrt{1+\frac{D^2}{K^2}}=-1+\frac DK-\dots$$

Hence $t\to-1$. In terms of atomic orbitals, the spatial functions are

$$gg\to\tfrac12(aa+ab+ba+bb),\qquad uu\to\tfrac12(aa-ab-ba+bb),$$

where the first letter refers to electron 1 and the second to electron 2. Their difference is

$$gg-uu\to ab+ba .$$

The second determinant cancels the ionic parts $aa$ and $bb$, in which both electrons sit on one atom. What remains has one electron on each atom.

This also explains your energies. The reference lies above the true ground state of the basis by $E_{gg}-E=-Kt$. At 10 bohr this is $0.3373\times0.9997=0.3372$ hartree, which is the difference between $-0.5960$ and $-0.9332$ hartree.

### The opposite misreading

A large $\mathcal T_1$ does not prove multireference character either. Take the ground state at 1.4 bohr, where $|gg\rangle$ has weight 0.987, and describe it from a deliberately rotated reference orbital:

$$\phi=\cos\theta\,g+\sin\theta\,u,\qquad \chi=-\sin\theta\,g+\cos\theta\,u .$$

In the old orbitals, the spatial coefficients form the matrix $\mathrm{diag}(1,t)$. In the new ones they are

$$C_{\phi\phi}=\cos^2\theta+t\sin^2\theta,\qquad
C_{\phi\chi}=(t-1)\sin\theta\cos\theta,$$
$$C_{\chi\chi}=\sin^2\theta+t\cos^2\theta .$$

With intermediate normalization, the new singles amplitude is $s=C_{\phi\chi}/C_{\phi\phi}$. The coefficient of $\chi\chi$ contains both the new doubles amplitude $t'$ and the product $s^2$ of two singles, so

$$t'=\frac{C_{\chi\chi}}{C_{\phi\phi}}-s^2
=\frac{C_{\phi\phi}C_{\chi\chi}-C_{\phi\chi}^2}{C_{\phi\phi}^2}
=\frac{t}{C_{\phi\phi}^2}.$$

The last step holds because a rotation preserves the determinant of the coefficient matrix, which is $t$.

For $\theta=0.2$ rad and $t=-0.11344$, $C_{\phi\phi}=0.96053-0.11344\times0.03947=0.95605$ and $\sin\theta\cos\theta=0.19471$. Then

$$s=\frac{-1.11344\times0.19471}{0.95605}=-0.2268,\qquad
\mathcal T_1=\frac{0.2268}{\sqrt2}=0.160 .$$

This is eight times the warning level, yet the state and its energy are unchanged. The doubles amplitude moves only from $-0.113$ to $-0.124$. The rotated orbital is not the Hartree–Fock orbital, so this is a demonstration of what is measured, not a typical calculation.

### Is the zero an accident of the minimal basis?

The exact zero is. A larger basis has several even orbitals, and inversion allows singles between them. The odd orbital that carries the strong correlation nevertheless does not enter the singles directly; they respond only to the even natural orbitals.

Write the spatial part of the two-electron singlet as $\sum_{pq}C_{pq}\phi_p(1)\phi_q(2)$, with $C$ symmetric and $\phi_0$ the RHF orbital. The singles amplitudes are $t_a=C_{0a}/C_{00}$. Diagonalize $C$, with eigenvalues $\lambda_k$ and eigenvectors $n_k$, the natural orbitals:

$$t_a=\frac{\sum_k\lambda_k\,n_{k0}\,n_{ka}}{\sum_k\lambda_k\,n_{k0}^2},$$

where $n_{kp}$ is the component of $n_k$ along $\phi_p$. An odd natural orbital has no component along the even $\phi_0$, so $n_{k0}=0$ and it drops out of both sums. The odd partner orbital that dominates the correlation of the stretched bond is among these. Removing it from the computed $C$ leaves the singles unchanged.

If the leading even orbital $n_0$ dominates what remains, $t_a\approx n_{0a}/n_{00}$. Let $\delta$ be the angle between $\phi_0$ and $n_0$, so $|n_{00}|=\cos\delta$. The other components have norm $\sin\delta$, and

$$\mathcal T_1\approx\frac{\tan\delta}{\sqrt2}.$$

For H$_2$ in cc-pVDZ, with $\lambda_1$ the most negative eigenvalue:

| $R$ (bohr) | $\mathcal T_1$ | $\tan\delta/\sqrt2$ | $\lambda_1/\lambda_0$ |
|---|---|---|---|
| 1.4 | 0.0052 | 0.0050 | −0.102 |
| 3.0 | 0.0316 | 0.0311 | −0.342 |
| 10.0 | 0.0839 | 0.0839 | −0.997 |

Here the diagnostic does exceed 0.02 at the longer distances. It does so because the RHF orbital differs in shape from the leading natural orbital of the correlated state, as the agreement of the second and third columns shows. The values of $\mathcal T_1$ are not converged with respect to the basis. At 3 bohr $\mathcal T_1$ is 0.0341 in cc-pVTZ and 0.0346 in aug-cc-pVTZ, and at 10 bohr it is 0.107 and 0.136, while $\lambda_1/\lambda_0$ at 3 bohr moves to $-0.330$ in aug-cc-pVTZ. The agreement with $\tan\delta/\sqrt2$ persists in these bases.

The mismatch can be removed without removing the correlation. Take $n_0$ itself as the reference orbital. Then $C_{0a}=0$, all singles vanish, and the doubles amplitudes form a matrix with eigenvalues $\lambda_k/\lambda_0$. A CCSD run at 3 bohr with this reference gives $\mathcal T_1=0$ and a leading doubles eigenvalue of $-0.342$, as the algebra requires. At 10 bohr the same algebra gives zero singles beside a doubles eigenvalue of $-0.997$.

### Does this mean that CCSD fails for stretched H$_2$?

No. For two electrons there are no excitations beyond doubles. Singles and doubles amplitudes can represent any singlet that has a nonzero component along the reference, so the CCSD equations have a solution with the exact energy within the basis. They have other solutions as well. In the minimal basis at 10 bohr the upper root of the quadratic, $t=+1.0003$ with energy $-0.259$ hartree, also has zero singles, and the iterations can converge to it, so check the sign of $t$ and the energy. What fails here is the description by one closed-shell determinant. A spin-unrestricted determinant with one electron on each atom does reach the energy of the separated atoms, but it is a mixture of singlet and triplet rather than the singlet state.

With more electrons, CCSD itself can err while $\mathcal T_1$ is zero. Place four hydrogen atoms at the corners of a 2.0 by 2.1 bohr rectangle, again in STO-3G. The four molecular orbitals have the sign patterns $(+,+)$, $(+,-)$, $(-,+)$ and $(-,-)$ under the two reflections that exchange opposite sides. The closed-shell reference is even under both reflections. Moving one electron to a different orbital changes at least one sign, so a solution with the symmetry of the reference contains no singles.

The calculation gives:

- $\mathcal T_1=0$, with a largest doubles amplitude of 0.638 in magnitude;
- a reference weight of 0.671 in the full configuration interaction (full CI) state;
- $E_{\text{CCSD}}=-1.95667$ and $E_{\text{full CI}}=-1.95483$ hartree.

CCSD lies 0.0018 hartree, or 4.8 kJ/mol, below the lowest full-CI singlet in the same basis. It can fall below because its energy comes from projected equations and is not a variational upper bound. Full CI is exact within this small basis; the error of the basis itself is not included in the comparison. The size and sign of the CCSD error depend on the basis: CCSD lies 0.0011 hartree above the full-CI singlet in 6-31G and 0.0040 hartree above it in cc-pVDZ. In these bases singles are allowed, and $\mathcal T_1$ is 0.017 and 0.020 with reference weights of 0.70 and 0.73.

### What to look at instead

Read a small $\mathcal T_1$ as "the reference orbitals need little rotation, on average per electron". Because of the division by $N$, a rotation confined to one part of a large molecule is diluted. Then inspect quantities that see the second determinant.

- **Doubles amplitudes.** In your minimal-basis run, $t$ goes from $-0.113$ to nearly $-1$.
- **Natural occupations.** In the same run, $n_u$ goes from 0.025 to 1. For a given state these numbers do not depend on which reference orbital was chosen.
- **Reference weight.** It falls from 0.987 to one half. Compare it between molecules of similar size: for $M$ independent molecules the weights multiply, so ten H$_2$ molecules at 1.4 bohr have a total weight of $0.987^{10}\approx0.88$, although each is as well described as before.

A large $\mathcal T_1$ is still worth heeding, since it tells you that the orbitals do not suit the correlated state. Whether that state also needs several determinants has to be read from the other quantities. The numerical check checks the formulas against direct diagonalization and CCSD calculations.

## Table of computed values

```
customary T1 warning level: 0.02
H2, STO-3G; R in bohr, D and K in hartree
R | D | K | t | T1 | weight of gg | occupation of u
1.4 | 0.788645 | 0.181258 | -0.113438 | 0.000000 | 0.987295 | 0.025410
2.0 | 0.491575 | 0.200522 | -0.196115 | 0.000000 | 0.962963 | 0.074073
4.0 | 0.101028 | 0.265128 | -0.689087 | 0.000000 | 0.678039 | 0.643921
6.0 | 0.016121 | 0.304020 | -0.948378 | 0.000000 | 0.526476 | 0.947047
10.0 | 0.000110 | 0.337303 | -0.999674 | 0.000000 | 0.500163 | 0.999674
20.0 | 0.000000 | 0.362303 | -1.000000 | 0.000000 | 0.500000 | 1.000000
10 bohr in angstrom: 5.2918
on-site repulsion (aa|aa): 0.774606 hartree
R=1.4 bohr: E(gg) -1.116714, E(exact in basis) -1.137276 hartree
R=10.0 bohr: E(gg) -0.595971, E(exact in basis) -0.933164 hartree
R=20.0 bohr: E(gg) -0.570861, E(exact in basis) -0.933164 hartree
two separate H atoms, STO-3G: -0.933164 hartree
CCSD at R=1.4 bohr: t = -0.113438, T1 = 0.000000
CCSD at R=4.0 bohr: t = -0.689087, T1 = 0.000000
R=4.0 bohr, field 0.01 au along bond: T1 = 0.030039
R=1.4 bohr, reference rotated by 0.2 rad:
  singles amplitude -0.226762, T1 = 0.160345
  doubles amplitude -0.124107
  CCSD energy -1.137276 hartree
H2, cc-pVDZ, RHF reference; R in bohr
R | T1 | tan(delta)/sqrt(2) | lambda1/lambda0 | weight of RHF
1.4 | 0.005160 | 0.005033 | -0.101978 | 0.983112
3.0 | 0.031600 | 0.031107 | -0.341882 | 0.890255
10.0 | 0.083897 | 0.083897 | -0.996742 | 0.487801
CCSD, cc-pVDZ, R=3.0 bohr, natural-orbital reference:
  T1 = 0.000000, leading doubles eigenvalue -0.341882
H4 rectangle 2.0 x 2.1 bohr, STO-3G:
  T1 = 0.000000, largest |doubles| 0.638075
  weight of RHF determinant 0.670902
  E(CCSD) -1.956668, E(full CI) -1.954834 hartree
  CCSD minus full CI: -0.001834 hartree
  the same difference: -4.815 kJ/mol
```
